# The Boys function at large argument and its leading exponential correction

A program that evaluates Coulomb integrals over Gaussian functions can choose, for each argument $x$, whether to compute the Boys function

$$F_n(x)=\int_0^1 t^{2n}e^{-xt^2}\,dt ,\qquad n=0,1,2,\dots$$

by a table or a series, or to replace it by a closed expression that costs one square root. The decision needs a switching value of $x$, which depends on the accuracy wanted, on the largest $n$ needed, and on whether an exponential is also evaluated. All three follow from the large-argument form and its first correction.

Here $x>0$ is real and dimensionless, and $(2n-1)!!=1\cdot3\cdots(2n-1)$ with $(-1)!!=1$. Define

$$L_n(x)=\frac{(2n-1)!!}{2^{n+1}}\sqrt{\frac{\pi}{x^{2n+1}}},\qquad C(x)=\frac{e^{-x}}{2x}.$$

The result to be derived is, for fixed $n$ and $x\to\infty$,

$$F_n(x)=L_n(x)-\frac{e^{-x}}{2x}\left[1+\frac{n-\frac12}{x}+O(x^{-2})\right]. \tag{1}$$

The leading form $L_n$ has no corrections in powers of $1/x$ alone: everything missing from it carries the factor $e^{-x}$. The first correction, $-C$, is the same for every $n$.

## First derivation: the upper incomplete gamma function

**Splitting the integral.** Substitute $u=xt^2$. Then $t=(u/x)^{1/2}$, so

$$t^{2n}=x^{-n}u^n,\qquad dt=\tfrac12x^{-1/2}u^{-1/2}\,du,$$

and the limits $t=0,1$ become $u=0,x$. Therefore

$$F_n(x)=\tfrac12x^{-n-1/2}\int_0^x u^{n-1/2}e^{-u}\,du .$$

The complete and upper incomplete gamma functions are

$$\Gamma(a)=\int_0^\infty u^{a-1}e^{-u}du,\qquad \Gamma(a,x)=\int_x^\infty u^{a-1}e^{-u}du .$$

With $a=n+\frac12$, the integral from $0$ to $x$ is the first minus the second:

$$F_n(x)=\tfrac12x^{-n-1/2}\left[\Gamma(n+\tfrac12)-\Gamma(n+\tfrac12,x)\right]. \tag{2}$$

In the original variable, the first term is the integral over $0<t<\infty$ and the second is its tail $t>1$. At large $x$ the integrand has decayed before $t=1$, so the tail is small.

**The complete gamma function.** Integration by parts gives $\Gamma(a+1)=a\Gamma(a)$ for $a>0$. Applying this $n$ times,

$$\Gamma(n+\tfrac12)=\frac{2n-1}{2}\cdot\frac{2n-3}{2}\cdots\frac12\,\Gamma(\tfrac12)=\frac{(2n-1)!!}{2^n}\,\Gamma(\tfrac12).$$

With $u=v^2$, $\Gamma(\frac12)=2\int_0^\infty e^{-v^2}dv=\int_{-\infty}^{\infty}e^{-v^2}dv$. The square of this integral, in plane polar coordinates, is $2\pi\int_0^\infty re^{-r^2}dr=\pi$, so $\Gamma(\frac12)=\sqrt\pi$. The first term of (2) is then

$$\tfrac12x^{-n-1/2}\,\frac{(2n-1)!!}{2^n}\sqrt\pi=L_n(x).$$

One factor $\frac12$ comes from the substitution and $n$ factors from the gamma function, which accounts for $2^{n+1}$.

**The tail.** Write $p=n-\frac12$ and put $u=x+s$ in the incomplete gamma function:

$$\Gamma(n+\tfrac12,x)=\int_0^\infty(x+s)^pe^{-x-s}ds=x^pe^{-x}R_n(x),$$

$$R_n(x)=\int_0^\infty e^{-s}\left(1+\frac sx\right)^pds. \tag{3}$$

The prefactor in (2) combines with $x^p$ as $\frac12x^{-n-1/2}x^{n-1/2}=\frac1{2x}$. The powers that depend on $n$ cancel, and

$$F_n(x)=L_n(x)-C(x)R_n(x). \tag{4}$$

This is an identity for every $x>0$. The cancellation has a simple reason: the tail starts at $t=1$, where $t^{2n}=1$ for every $n$.

**Bounds on $R_n$.** For $y>0$, $1<1+y<e^y$. If $n\ge1$, then $p>0$ and $1<(1+y)^p<e^{py}$. With $y=s/x$, integration against $e^{-s}$ gives, for $x>p$,

$$1<R_n<\int_0^\infty e^{-s(1-p/x)}ds=\frac{x}{x-p}.$$

If $n=0$, then $p=-\frac12$ and both inequalities reverse:

$$\frac{x}{x+\frac12}<R_0<1 .$$

In both cases $R_n$ lies between $1$ and $x/(x-p)$, so $R_n\to1$ for fixed $n$, and $-C$ is the leading correction. Since $R_n>0$, the leading form is too large for every $x$.

The bounds also show what the correction achieves. The error of $L_n$ is $CR_n$; after $C$ is subtracted, $C(R_n-1)$ is left. The fraction left is $|1-1/R_n|$. For $n\ge1$, $1/R_n>1-p/x$ makes it less than $p/x$. For $n=0$, $1/R_0<1+1/(2x)$ makes it less than $1/(2x)$. Hence

$$\left|\frac{C(R_n-1)}{CR_n}\right|<\frac{|n-\frac12|}{x},\qquad x>n-\tfrac12. \tag{5}$$

**Further terms.** Taylor's theorem for $(1+y)^p$, with $K$ terms kept, reads

$$(1+y)^p=\sum_{k=0}^{K-1}\frac{a_k}{k!}y^k+\frac{a_K}{K!}(1+\xi)^{p-K}y^K,\qquad 0<\xi<y,$$

where $a_0=1$ and $a_k=p(p-1)\cdots(p-k+1)$. Put $y=s/x$ and use $\int_0^\infty s^ke^{-s}ds=k!$. The factorials cancel, leaving

$$R_n(x)=\sum_{k=0}^{K-1}\frac{a_k}{x^k}+\text{remainder}. \tag{6}$$

If $K\ge n$, the exponent $p-K$ is negative and $(1+\xi)^{p-K}$ lies between 0 and 1. The remainder then has the sign of the first omitted term, $a_K/x^K$, and is smaller in magnitude. Choosing $K\ge2$ and $K\ge n$ shows that $R_n=1+p/x+O(x^{-2})$, which is (1).

Successive terms have the ratio $(p-k)/x$. Because $p$ is a half-integer, this never vanishes, and its magnitude grows without limit as $k$ increases. The series therefore diverges at every fixed $x$. It is an asymptotic series. Its terms shrink while $|p-k|<x$ and grow again once $k>p+x$, so it must be cut off no later than $k\approx p+x$. For $n=0$, $x=13.5$ the best cut keeps 14 terms and leaves a relative error of about $10^{-6}$ in $R_0$.

## Second derivation: recursion in the order

This route does not use the incomplete gamma function. It treats $n=0$ directly and climbs to higher orders by integration by parts.

**The recursion.** For $n\ge1$, write the integrand as $t^{2n-1}$ times $te^{-xt^2}$. The second factor has the antiderivative $-e^{-xt^2}/(2x)$, so

$$F_n=\left[-\frac{t^{2n-1}e^{-xt^2}}{2x}\right]_0^1+\frac{2n-1}{2x}\int_0^1t^{2n-2}e^{-xt^2}dt .$$

The boundary term vanishes at $t=0$ because $2n-1\ge1$. At $t=1$ it equals $-C$. Thus

$$F_n=\frac{2n-1}{2x}F_{n-1}-C. \tag{7}$$

The exponential correction enters here as the boundary term of the integration by parts at the upper limit.

**The starting value.** For $n=0$, extend the integral to infinity and subtract the excess:

$$F_0=\int_0^\infty e^{-xt^2}dt-D_0=\frac12\sqrt{\frac\pi x}-D_0,\qquad D_0=\int_1^\infty e^{-xt^2}dt .$$

To estimate $D_0$, define $J_m=\int_1^\infty t^{-2m}e^{-xt^2}dt$ for $m=0,1,2,\dots$, so that $D_0=J_0$. Writing the integrand as $t^{-2m-1}$ times $te^{-xt^2}$ and integrating by parts,

$$J_m=C-\frac{2m+1}{2x}J_{m+1}.$$

The boundary term is $+C$, because the range now begins at $t=1$. Two applications give

$$D_0=C-\frac1{2x}\left(C-\frac3{2x}J_2\right)=C\left(1-\frac1{2x}\right)+\frac3{4x^2}J_2 .$$

For $t>1$ we have $t^{-4}<t$, hence $0<J_2<\int_1^\infty te^{-xt^2}dt=C$. The last term is positive and smaller than $3C/(4x^2)$, so

$$\frac{D_0}{C}=1-\frac1{2x}+O(x^{-2}). \tag{8}$$

**Climbing in $n$.** Equation (7) is linear, with a source $-C$. Let $L_n$ be the solution without the source that starts from $L_0=\frac12\sqrt{\pi/x}$:

$$L_n=\frac{2n-1}{2x}L_{n-1}\quad\Rightarrow\quad L_n=\frac{(2n-1)!!}{(2x)^n}\cdot\frac12\sqrt{\frac\pi x}. \tag{9}$$

Since $x^{-n}x^{-1/2}=x^{-(2n+1)/2}$, this is the $L_n$ defined at the outset. Set $D_n=L_n-F_n$ and subtract (7) from (9):

$$D_n=\frac{2n-1}{2x}D_{n-1}+C. \tag{10}$$

Divide by $C$. By (4), $D_n/C$ is the quantity called $R_n$ before, and

$$R_n=1+\frac{n-\frac12}{x}R_{n-1}.$$

Equation (8) gives $R_0=1+O(1/x)$. If $R_{n-1}=1+O(1/x)$, the recursion gives $R_n=1+(n-\frac12)/x+O(x^{-2})$, which is again $1+O(1/x)$. By induction this holds for every fixed $n\ge1$, while (8) is the same statement for $n=0$. This proves (1) a second time.

## What the recursion says about switching

Let $\varepsilon_n=D_n/L_n$ be the error of the leading form relative to $L_n$. By (2) it equals $\Gamma(n+\frac12,x)/\Gamma(n+\frac12)$, which decreases as $x$ grows because the tail shrinks. A required accuracy therefore fixes one threshold in $x$ for each $n$. Dividing (10) by $L_n$ and using (9) in the first term,

$$\varepsilon_n=\varepsilon_{n-1}+\frac C{L_n}. \tag{11}$$

Two consequences follow. First, $\varepsilon_n>\varepsilon_{n-1}$, so the highest order needed sets the threshold. Secondly, the error of $L_n-C$ relative to $L_n$ is $\varepsilon_n-C/L_n=\varepsilon_{n-1}$. For $n\ge1$, subtracting the correction gives order $n$ the relative accuracy that the bare leading form has at order $n-1$.

For a relative error of $10^{-10}$, the computed thresholds of the bare form are:

| $n$ | $x$ |
|---|---|
| 0 | 20.9 |
| 1 | 24.8 |
| 2 | 27.8 |
| 3 | 30.4 |
| 4 | 32.9 |

These thresholds refer to the relative error. The absolute error $D_n=CR_n$ depends only weakly on $n$ when $x\gg n$: for an absolute error of $10^{-10}$ the thresholds are $x\approx19.35$ for $n=0$ and $19.55$ for $n=4$. A code that needs orders up to 4 to a relative error of $10^{-10}$ and uses $L_n$ alone can switch at $x\approx32.9$. With $L_4-C$, order 4 is good enough from $x\approx30.4$, the threshold of order 3.

The exponential does more if it is used in the recursion. Start from $L_0$ in place of $F_0$ and apply (7) upwards with $C$ retained. The source cancels from the difference between computed and true values, so the initial error $D_0$ is multiplied by $(2n-1)/(2x)$ at each step, just as $L_n$ is. Relative to $L_n$, the error remains $\varepsilon_0$ at every order, apart from rounding. Relative to $F_n=L_n(1-\varepsilon_n)$ the error is $\varepsilon_0/(1-\varepsilon_n)$, which stays close to $\varepsilon_0$ only while $\varepsilon_n\ll1$ and grows without limit as $n$ rises past $x$. For orders up to 4 the condition holds, since $\varepsilon_4$ is already $1.40\times10^{-3}$ at $x=13.5$ (see below) and falls as $x$ grows. The threshold for these orders is then $x\approx20.9$, at the cost of one exponential.

## A Gaussian charge seen from outside

For $n=0$ the two terms of the result have a direct electrostatic meaning. In atomic units, take a unit positive charge with density $(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ and find its potential $V$ at distance $R$ from the centre. The Gaussian integral gives

$$\frac1d=\frac2{\sqrt\pi}\int_0^\infty e^{-w^2d^2}dw ,$$

where $d=|\mathbf r-\mathbf R|$ is the distance from a charge element to the field point. Completing the square in the combined exponent,

$$\alpha r^2+w^2|\mathbf r-\mathbf R|^2=(\alpha+w^2)\left|\mathbf r-\frac{w^2\mathbf R}{\alpha+w^2}\right|^2+\frac{\alpha w^2}{\alpha+w^2}R^2 .$$

The integral over $\mathbf r$ gives $[\pi/(\alpha+w^2)]^{3/2}$, and therefore

$$V=\frac2{\sqrt\pi}\int_0^\infty\left(\frac\alpha{\alpha+w^2}\right)^{3/2}\exp\left(-\frac{\alpha w^2R^2}{\alpha+w^2}\right)dw .$$

Now let $t=w/\sqrt{\alpha+w^2}$, which runs from 0 to 1. Its derivative is $dt/dw=\alpha(\alpha+w^2)^{-3/2}$, so $[\alpha/(\alpha+w^2)]^{3/2}dw=\sqrt\alpha\,dt$, and

$$V=2\sqrt{\frac\alpha\pi}\,F_0(\alpha R^2).$$

Inserting $L_0=\frac12\sqrt{\pi/(\alpha R^2)}$ gives $1/R$, the potential of a point charge. Inserting $-C$ gives the leading penetration correction:

$$V\simeq\frac1R-\frac{e^{-\alpha R^2}}{\sqrt{\pi\alpha}\,R^2}.$$

The correction is negative because part of the charge lies farther from the centre than the field point. A spherical shell of radius $r>R$ contributes its charge divided by $r$, which is less than its charge divided by $R$.

**Numbers.** Take the round parameters $\alpha=1.5\ \text{bohr}^{-2}$ and $R=3$ bohr. Then $x=1.5\times9=13.5$ and $C=e^{-13.5}/27=5.078\times10^{-8}$. For $n=0$,

$$L_0=\tfrac12\sqrt{\pi/13.5}=0.241200418,\qquad F_0=0.241200369 .$$

The gap is $4.907\times10^{-8}$, so $R_0=4.907/5.078=0.966$, between the bound $0.964$ and 1. Subtracting $C$ leaves 3.5% of the original error, within the 3.7% allowed by (5).

The potential falls short of $1/R$ by $6.78\times10^{-8}$ hartree/$e$. The leading estimate of this deficit is $7.02\times10^{-8}$ hartree/$e$, which is 3.5% above the computed deficit. A separate integration over the charge density confirms the potential.

For $n=4$ at the same $x$, $L_4=4.76554\times10^{-5}$ and the gap is $6.666\times10^{-8}$. The relative error is $6.666\times10^{-8}/4.76554\times10^{-5}=1.40\times10^{-3}$. Subtracting $C$ leaves $1.588\times10^{-8}$, or $3.33\times10^{-4}$ of $L_4$. For order 3 the bare form has the relative error $6.126\times10^{-8}/1.83814\times10^{-4}=3.33\times10^{-4}$, as (11) requires.

The fraction of the error left at $n=4$ is 24%, much more than at $n=0$, because $|n-\frac12|/x$ has risen from 0.037 to 0.26. The coefficient behind this rise can be read off at larger argument. At $x=200$, $x(R_n-1)$ is $-0.496$ for $n=0$ and $3.544$ for $n=4$, close to the limits $-0.5$ and $3.5$. The next term of (6), $p(p-1)/x$, shifts these limits to $-0.496$ and $3.544$.

## What each derivation assumes

Both derivations use the Gaussian integral and hold $n$ fixed while $x$ grows. They differ in what else they need.

The gamma-function route does not need $n$ to be an integer. For any real $n>-\frac12$, the integral converges at $t=0$ and (2) to (4) remain valid, with $L_n=\frac12\Gamma(n+\frac12)x^{-n-1/2}$. In these equations integer $n$ is needed only to write the gamma function as a double factorial. This route also gives explicit bounds at finite $x$ and the whole asymptotic series with control of its remainder.

The recursive route, as given here, needs integer $n$, because it must reach the starting case $n=0$ in whole steps. It requires only integration by parts and one elementary estimate. In return it shows how errors at neighbouring orders are related, which (3) does not display.

Neither argument allows $n$ to grow freely with $x$. In the first, the bound $x/(x-p)$ requires $x>p$ and is close to 1 only if $x\gg|p|$. In the second, each step multiplies $R_{n-1}$ by $(n-\frac12)/x$, which must be small for $R_n$ to stay near 1.

The case $n=20$, $x=13.5$ shows the failure. The true value is $F_{20}=8.24\times10^{-8}$, whereas $L_{20}=1.82\times10^{-6}$, about 22 times too large. Subtracting $C$ gives $1.77\times10^{-6}$, which is hardly better. The reason is visible in the integrand $t^{2n}e^{-xt^2}$. Its logarithm has the derivative $2n/t-2xt$, which vanishes at $t^2=n/x=1.48$. The maximum lies outside the interval $0<t<1$, so the supposed tail contains most of the full-range integral. The leading form is useful only when this maximum lies below $t=1$ by several widths of the peak. The second derivative of the logarithm at the maximum is $-4x$ for $n\ge1$ and $-2x$ for $n=0$, where the maximum is at $t=0$, so the width is of order $x^{-1/2}$. The term $-C$ is its leading correction only when the argument is large compared with the order as well as with 1.

## Computed results

```
Gaussian exponent alpha = 1.5 bohr^-2
distance R = 3.0 bohr
x = alpha R^2 = 13.5 (dimensionless)
C = exp(-x)/(2x) = 5.0776262e-8 (dimensionless)
Values at this x (all dimensionless):
n=0: F_n = 0.241200369113, L_n = 0.241200418186
n=1: F_n = 0.00893329622791, L_n = 0.00893334882171
n=2: F_n = 0.000992537693505, L_n = 0.000992594313523
n=3: F_n = 0.000183752500313, L_n = 0.000183813761764
n=4: F_n = 4.75887608556e-5, L_n = 4.76554197165e-5
n=0: L_n-F_n = 4.907354e-8, R_n = 0.9664662, x/(x-p) = 0.9642857
n=1: L_n-F_n = 5.25938e-8, R_n = 1.035795, x/(x-p) = 1.038462
n=2: L_n-F_n = 5.662002e-8, R_n = 1.115088, x/(x-p) = 1.125
n=3: L_n-F_n = 6.126145e-8, R_n = 1.206498, x/(x-p) = 1.227273
n=4: L_n-F_n = 6.665886e-8, R_n = 1.312796, x/(x-p) = 1.35
n=0: |error| left / before = 0.034697, bound |p|/x = 0.037037
n=1: |error| left / before = 0.034558, bound |p|/x = 0.037037
n=2: |error| left / before = 0.10321, bound |p|/x = 0.11111
n=3: |error| left / before = 0.17115, bound |p|/x = 0.18519
n=4: |error| left / before = 0.23827, bound |p|/x = 0.25926
x (R_n - 1) at x = 200.0 (dimensionless):
n=0: -0.496296, limit n-1/2 = -0.5
n=1: 0.498759, limit n-1/2 = 0.5
n=2: 1.50374, limit n-1/2 = 1.5
n=3: 2.5188, limit n-1/2 = 2.5
n=4: 3.54408, limit n-1/2 = 3.5
potential of Gaussian charge = 0.333333265515 hartree/e
point-charge value 1/R = 0.333333333333 hartree/e
deficit 1/R - V = 6.781849e-8 hartree/e
leading estimate of deficit = 7.017161e-8 hartree/e
x for relative error 1.0e-10 of L_n (dimensionless):
n=0: x = 20.911
n=1: x = 24.771
n=2: x = 27.781
n=3: x = 30.448
n=4: x = 32.909
n=20, x=13.5: F_n = 8.242257e-8
n=20: L_n = 1.819799e-6, L_n - C = 1.769022e-6 (dimensionless)
```
